# Surface diffusion can create new extrema on a monotone height step

A sharp step of height $H$ separates two flat terraces. Let its profile $h(x,t)$ relax by surface diffusion, described by a linear equation with one material coefficient $B$, of dimension length$^4$/time. The only length that can be made from $B$ and the time is

$$L(t)=(Bt)^{1/4}.$$

Linearity makes $h$ proportional to $H$, so the profile must have the form

$$h(x,t)=H\,S(\xi),\qquad \xi=x/L .$$

Heights are measured from mid-step, with the upper terrace at $x>0$. The equation keeps its form under $x\to-x$ and under $h\to-h$, so $S$ is odd, with $S(\pm\infty)=\pm\tfrac12$. If $S$ anywhere exceeds $\tfrac12$, the excess is a fixed fraction of $H$: it does not fade with time, and only its position moves, as $t^{1/4}$. The question is whether $S$ is monotone.

## The belief and its appeal

The belief is that surface diffusion smooths a surface and therefore cannot create a hill or a valley that was not there before. Its premises are sound. A ripple decays at a rate that rises steeply as its wavelength shrinks, and the surface energy falls throughout. Ordinary diffusion has both properties and creates no new extrema, so the same seems due here. The equation shows where the inference breaks.

Take an isotropic surface with small slopes, uniform along the step, with no deposition or evaporation. In atomic units, with temperature written as the energy $\theta=k_BT$, no unit factors appear. The surface energy per unit length of step is

$$F=\gamma\int\sqrt{1+h_x^2}\,dx\simeq\gamma\int\left(1+\tfrac12h_x^2\right)dx .$$

A small change $\delta h$ that vanishes far away gives, after one integration by parts, $\delta F=-\gamma\int h_{xx}\,\delta h\,dx$. An added atom brings a volume $\Omega$, so its chemical potential relative to a flat surface is

$$\mu=-\gamma\Omega h_{xx}.$$

With $\Omega^{-2/3}$ atoms per unit area and mass-transfer diffusivity $D_s$, the atomic current is $-(D_s\Omega^{-2/3}/\theta)\mu_x$. Multiplication by $\Omega$ gives the volume flux, and volume conservation gives the equation of motion:

$$j=Bh_{xxx},\qquad B=\frac{D_s\gamma\Omega^{4/3}}{\theta},\qquad h_t=-j_x=-Bh_{xxxx}.$$

For $h\propto\cos kx$ the fourth derivative multiplies by $k^4$, so the amplitude decays as $e^{-Bk^4t}$. A single sinusoid keeps its extrema in place and loses height. For a step between flat terraces the boundary terms vanish, and repeated integration by parts gives

$$\frac{d}{dt}\frac{\gamma}{2}\int h_x^2dx=-\gamma\int h_{xx}h_t\,dx=\gamma B\int h_{xx}h_{xxxx}dx=-\gamma B\int h_{xxx}^2dx\le0 .$$

Neither fact prevents the maximum height from rising. For ordinary diffusion, $h_t=Ah_{xx}$, a separate fact does so: at a maximum $h_{xx}\le0$, so the maximum cannot rise. At a maximum $h_{xxxx}$ may have either sign, and the fourth-order equation offers no such protection.

## The sharp step

The slope $h_x$ obeys the same equation as $h$ and starts as $H\delta(x)$, whose Fourier components all have equal weight. Hence

$$h_x=\frac{H}{2\pi}\int_{-\infty}^{\infty}e^{ikx-Bk^4t}dk=\frac HL\,G(\xi),$$

$$G(\xi)=\frac1\pi\int_0^\infty\cos(q\xi)\,e^{-q^4}dq,$$

where $k=q/L$ and the odd part of the integrand has dropped out. Thus $S'=G$, and $S$ is monotone only if $G$ is nowhere negative.

It must be negative somewhere. The Fourier transform of $G$ is $e^{-q^4}$. Write $M_n=\int\xi^nG\,d\xi$ and expand both sides of $\int G\,e^{-iq\xi}d\xi=e^{-q^4}$:

$$M_0-\frac{q^2}{2}M_2+\frac{q^4}{24}M_4-\dots=1-q^4+\dots$$

Therefore $M_0=1$, $M_2=0$ and $M_4=-24$. A nonnegative function of unit area cannot have zero second moment. The physical reading is that damping as $k^4$ leaves long waves so nearly untouched that the mean square width of the slope cannot grow. The slope must nevertheless spread, and it can do so only by taking negative values. For ordinary diffusion the factor is $e^{-q^2}$, the second moment is positive and the kernel is a Gaussian.

To find the height of the ridge, expand the cosine and put $v=q^4$:

$$\int_0^\infty q^{2n}e^{-q^4}dq=\frac14\int_0^\infty v^{(2n+1)/4-1}e^{-v}dv=\frac14\Gamma\!\left(\frac{2n+1}{4}\right).$$

The exchange of sum and integral is allowed because $\int_0^\infty\cosh(q\xi)e^{-q^4}dq$ is finite. Integrating term by term from $S(0)=0$,

$$S(\xi)=\frac1{4\pi}\sum_{n=0}^{\infty}(-1)^n\Gamma\!\left(\frac{2n+1}{4}\right)\frac{\xi^{2n+1}}{(2n+1)!}.$$

$G(0)$ is positive, so $S$ rises until the first zero of $G$, at $\xi_1=3.4535$. There

$$\delta=S(\xi_1)-\tfrac12=0.0522 .$$

The ridge stands 5.2% of the step height above the upper terrace, and by oddness an equally deep trench lies below the lower one. The largest slope is $HG(0)/L=0.29\,H/L$, so for a real surface the small-slope equation, and with it this figure, applies once $L$ is well above $H$. A finite-difference evolution of the step, with $B=H=1$ and 1000 cells on a line of length 20, gave an overshoot of 0.0522 at both $t=0.05$ and $t=0.2$. On the same grid ordinary diffusion with $A=1$ gave no overshoot at $t=0.2$.

The ridge is the first of an endless sequence. For large $\xi$ the exponent $\Phi=iq\xi-q^4$ is stationary where $q^3=i\xi/4$. The integration path can be raised through the two roots in the upper half-plane, $q=re^{i\pi/6}$ and $q=re^{5i\pi/6}$, with $r=(\xi/4)^{1/3}$. At each, $q^4=iq\xi/4$, so $\Phi=\tfrac34iq\xi$, and $\Phi''=-12q^2$. The Gaussian integral at the first root gives $\sqrt{\pi/6}\,e^{\Phi}/q$; the second gives the complex conjugate. With the prefactor $1/2\pi$ their sum is

$$G\simeq\frac{1}{\sqrt{6\pi}\,r}\,e^{-3r\xi/8}\cos\!\left(\frac{3\sqrt3}{8}r\xi-\frac\pi6\right).$$

Since $r\xi=4^{-1/3}\xi^{4/3}$, the zeros lie near

$$\frac{3\sqrt3}{8}\,4^{-1/3}\xi^{4/3}=\frac{2\pi}{3}+n\pi,\qquad n=0,1,2,\dots$$

This gives 3.40, 6.77 and 9.63, against 3.45, 6.78 and 9.64 from the integral. The sequence does not end, but it fades quickly: the second extremum lies only 0.6% of $H$ below the upper terrace.

## Where the ridge gets its material

For the sharp step $\mu=-\gamma\Omega(H/L^2)G'(\xi)$. By symmetry $\mu=0$ at the centre. Just to the right it is positive, because

$$G''(0)=-\frac1\pi\int_0^\infty q^2e^{-q^4}dq<0 .$$

Far away it vanishes again, so $\mu$ has a maximum on the convex upper shoulder. Atoms leave that maximum in both directions. Some go down the step, as expected; others go outwards onto the terrace, where $\mu$ is lower although the height is not. The flux follows the gradient of curvature, not that of height.

The outward transfer can be counted. A point at fixed $x>0$ starts with a flat terrace beyond it, so conservation requires

$$\int_x^\infty\left(h-\frac H2\right)dx'=\int_0^t j(x,t')\,dt'.$$

Choose $x=\xi_cL$ at the final time, where $\xi_c=2.300$ is the point at which $S$ first crosses $\tfrac12$. The left side is then $QHL$, with

$$Q=\int_{\xi_c}^\infty\left(S-\tfrac12\right)d\xi=0.0970 .$$

Separate integration of the flux over time gives the same 0.0970. Its sign is positive: net material has crossed onto the terrace. The volume per unit length grows as $t^{1/4}$ because the structure widens at constant height.

## Steps of finite width

One may suspect that the discontinuity is to blame. Let the initial profile be any monotone step with slope $Hp(x)$, where $p\ge0$ and $\int p\,dx=1$. Superposition gives

$$h(x,t)=H\int p(y)\,S\!\left(\frac{x-y}{L}\right)dy .$$

This is a weighted average of shifted sharp-step profiles, so its overshoot cannot exceed $\delta H$. It approaches $\delta H$ once $L$ is much larger than the initial width.

For a linear ramp of width $w$, centred at $x=0$, an overshoot is present at every $t>0$. To prove it, suppose that $f=\tfrac12-h/H$ is nowhere negative. For $s>0$, integration by parts gives

$$\int e^{sx}f\,dx=\frac1s\int e^{sx}\frac{h_x}{H}dx=\frac{E(s,t)}s ,$$

where $E$ denotes the last integral. Multiplying the equation for $h_x$ by $e^{sx}$ and integrating by parts four times gives $E_t=-Bs^4E$. Since the initial slope is confined to $|x|\le w/2$, $E(s,0)\le e^{sw/2}$, and so

$$\int e^{sx}f\,dx\le\frac1s\,e^{sw/2-Bs^4t}.$$

But $f$ tends to 1 on the far left, so it is positive on some interval $(a,b)$. If it were nowhere negative, the left side would be at least $e^{sa}\int_a^bf\,dx$. At large $s$ the factor $e^{-Bs^4t}$ makes this impossible. Hence $h>H/2$ somewhere, however short the time.

The early overshoot is small, and its size follows from one corner. While $L\ll w$, the slope near the upper corner started as $H/w$ on the left and zero on the right. With $\xi$ now measured from the corner,

$$h_x=\frac Hw\left[\frac12-S(\xi)\right].$$

The ridge is where this vanishes, at $\xi_c$. Integrating inwards from the flat terrace gives its height:

$$h_{\rm ridge}-\frac H2=-\int_{\rm ridge}^\infty h_x\,dx=\frac{QHL}{w}.$$

Thus the ridge first grows as $t^{1/4}$, then levels off below $\delta H$.

A profile with slowly decaying tails may behave differently. Take $h=(H/2)\tanh(x/a)$, for which $p=\operatorname{sech}^2(x/a)/(2a)$. Let $m_n$ be the moments of $h_x/H$. Integration by parts gives $\dot m_2=0$ and $\dot m_4=-24B$. As long as the slope is nonnegative, the mean of a square is at least the square of the mean, so $m_4\ge m_2^2$. Monotonicity must therefore have failed once

$$t>\frac{m_4(0)-m_2(0)^2}{24B}.$$

For the initial moments put $v=(1+\tanh(x/a))/2$, so that $p\,dx=dv$ and $e^{2x/a}=v/(1-v)$. With $c=sa/2$,

$$\int p\,e^{sx}dx=\int_0^1v^c(1-v)^{-c}dv=\frac{\pi c}{\sin\pi c}=1+\frac{(\pi c)^2}{6}+\frac{7(\pi c)^4}{360}+\dots$$

Comparison with $1+s^2m_2/2+s^4m_4/24+\dots$ gives $m_2=\pi^2a^2/12$ and $m_4=7\pi^4a^4/240$. Their combination is $m_4-m_2^2=\pi^4a^4/45$, and the latest possible onset is

$$t=\frac{\pi^4a^4}{1080\,B}=0.0902\,\frac{a^4}{B}.$$

A numerical search over $|x|\le14a$ finds the first negative slope earlier, at $0.0285\,a^4/B$. At 0.3, 0.5 and 0.8 of that time the slope was positive throughout the searched range. This is numerical evidence for a delay, not a proof of one. So the opposite slogan, that every monotone step overshoots at once, is not safe either.

## A copper step

Consider a ramp 100 nm high and 1000 nm wide on single-crystal copper, annealed for one hour at 1100 K. Rough typical values are $D_s=10^{-5}$ cm$^2$/s $=10^9$ nm$^2$/s, $\gamma=10$ eV/nm$^2$ and $\Omega=0.012$ nm$^3$; the thermal energy is 0.0948 eV. Then

$$B=\frac{10^9\times10\times(0.012)^{4/3}}{0.0948}=2.90\times10^8\ \text{nm}^4/\text{s},$$

$$L=(2.90\times10^8\times3600)^{1/4}=1011\ \text{nm}.$$

The evolved ramp has these ridges, with positions measured from the centre of the step:

| Time (s) | Ridge height (nm) | Position (nm) |
|---:|---:|---:|
| 1 | 1.26 | 801 |
| 10 | 2.40 | 1020 |
| 60 | 3.71 | 1383 |
| 600 | 4.68 | 2299 |
| 3600 | 4.99 | 3533 |

At 1 s, $L=130.5$ nm and the corner formula gives $0.0970\times100\times130.5/1000=1.27$ nm, at $500+2.300\times130.5=800$ nm. At 10 s it gives 2.25 nm, 6% below the full result, since $L$ is no longer small beside $w$. After an hour the ridge is 5.0 nm (50 Å) high, close to the ceiling of 5.2 nm. Meanwhile the excess surface energy has fallen from $\tfrac12\gamma H^2/w=50$ eV to 11.8 eV per nm of step. The surface has become smoother in energy while gaining a ridge and a trench.

A tanh step with the same height and central slope has $a=500$ nm. Its first negative slope appears after about 6 s, within the moment bound of 19 s.

These are model results, not measurements. The real coefficient $B$ is uncertain mainly through $D_s$. With the ramp and anneal held fixed, a tenfold smaller or larger $B$ gives a ridge of 4.5 or 5.1 nm, at 2.0 or 6.2 µm. The height is therefore a much firmer prediction than the position. Other neglected effects, added one at a time, change the final height as follows:

- Keeping the full curvature expression instead of its small-slope form changes it by about +0.01%.
- Real surface stiffness depends on orientation. A stiffness assumed to vary linearly with slope, 50% higher at the initial slope of 0.1, changes it by +3.2%.
- Bulk diffusion adds a decay rate $Ck^3$, with $C=D_b\gamma\Omega/\theta$: the potential set by the surface penetrates a depth $1/k$, which supplies one power of $k$, and curvature supplies two. For a rough $D_b=10^{-10}$ cm$^2$/s, $Ct/L^3=0.044$ and the change is −1.5%.
- Evaporation into open vacuum, at a rough vapour pressure of $5\times10^{-7}$ Torr, changes it by −0.004% through curvature. It also lowers the whole surface by about 29 nm. This exceeds the ridge height, but the slope never exceeds 0.11 (it overshoots its initial 0.1 briefly, near 1.5 s), and recession along the surface normal changes the ridge height by only about −0.001%.

Thermal roughness, estimated as $[(\theta/2\pi\gamma)\ln(L/\Omega^{1/3})]^{1/2}=0.11$ nm, is small beside the ridge, which is about 22 atomic spacings $\Omega^{1/3}$ high.

The assumption most likely to fail outright is a smooth dependence of surface energy on orientation. If the terraces are facets, the energy has a cusp at their orientation, $\mu$ is no longer proportional to $h_{xx}$, and the 5% figure does not apply. A close-packed face such as Cu(111) stays faceted at 1100 K, so the copper numbers and the roughness estimate above presume a terrace orientation above its roughening temperature. Grain boundaries add grooves of their own. The terraces must also extend well beyond the ridge, and a film must be much thicker than the trench is deep. Within those conditions the decay of every ripple is compatible with new extrema, because the $k^4$ law changes the relative weights of the ripples that make up a step in such a way that their sum need not stay monotone. The $k^2$ law of ordinary diffusion also damps ripples at different rates, but it keeps a monotone step monotone. The numerical output lists the computed values.

## Numbers as computed

```
Sharp step: first three extrema xi = 3.4535, 6.7843, 9.6359
Saddle-point estimates xi = 3.4030, 6.7658, 9.6252
Ridge overshoot / H = 0.05221; next extremum / H = -0.006154
Finite-difference overshoots / H = 0.05221, 0.05221
Kernel moments M0, M2, M4 = 1.00000, 0.00000, -24.0000
Terrace crossing xi = 2.2999; excess volume Q = 0.09701
Time-integrated outward flux = 0.09701
Ordinary diffusion: maximum h/H = 0.50000
tanh step: onset B t/a^4 = 0.02852; moment bound = 0.09019
Temperature = 1100 K; thermal energy = 0.09479 eV
Step height = 100 nm; ramp width = 1000 nm
Initial slope = 0.100; anneal = 3600 s
Surface diffusivity = 1.0e-05 cm2/s
Surface energy = 10.0 eV/nm2; atomic volume = 0.012 nm3
B = 2.8983e+08 nm4/s; L after anneal = 1010.7 nm; w/L = 0.9894
At 1 s: L = 130.5 nm, overshoot = 1.261 nm, ridge at x = 801 nm
At 10 s: L = 232.0 nm, overshoot = 2.403 nm, ridge at x = 1020 nm
At 60 s: L = 363.1 nm, overshoot = 3.707 nm, ridge at x = 1383 nm
At 600 s: L = 645.8 nm, overshoot = 4.680 nm, ridge at x = 2299 nm
At 3600 s: L = 1010.7 nm, overshoot = 4.993 nm, ridge at x = 3533 nm
Final overshoot = 49.9 angstrom
Final overshoot / atomic spacing = 21.8
Excess surface energy: start 50.00, end 11.77 eV/nm
tanh scale a = 500 nm: onset = 6.15 s, bound = 19.45 s
Full curvature changes overshoot by 0.011 %
Assumed stiffness rise changes overshoot by 3.24 %
Bulk diffusivity = 1.0e-10 cm2/s; C t/L^3 = 0.0441
Bulk diffusion changes overshoot by -1.51 %
Vapour pressure = 5.0e-07 Torr; A t/L^2 = 3.56e-05
Evaporation changes overshoot by -0.0039 %
Uniform recession in open vacuum = 28.7 nm
Thermal roughness estimate = 0.113 nm
B times 0.1: overshoot = 4.534 nm, ridge at x = 2041 nm
B times 10: overshoot = 5.148 nm, ridge at x = 6229 nm
```
